# Bridging angle and the asymmetric-stretch frequency of silica: a central-force exercise: a numerical check

```python
"""
Result under test: in a network of ideal SiO4 tetrahedra joined by bridging
oxygens at one angle theta, with only Si-O springs of constant alpha,
    omega4^2 = (alpha/m)(1 - cos theta) + 4 alpha/(3 M)
is the top (asymmetric-stretch) frequency, and it falls when theta falls.
m, M: masses of O and Si; theta: Si-O-Si angle; omega: angular frequency.
The other band edges are omega1, omega2, omega3 (see band_edges).
Independent road: numerical differentiation of the nonlinear spring energy
of a periodic crystal, followed by diagonalization in Cartesian coordinates.
Lengths inside the crystal are in units of the Si-O bond length.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import connected_components

ALPHA = 430.0                                  # N/m, round model value
M_O = 15.999 * const.atomic_mass
M_SI = 28.085 * const.atomic_mass
THETA_REF, THETA_LOW = 144.0, 140.0            # degrees
CORNERS = np.array([[1, 1, 1], [-1, -1, 1], [1, -1, -1], [-1, 1, -1]], float)


def wavenumber(omega_squared):
    """Wavenumber in cm^-1 from omega^2 in s^-2."""
    return np.sqrt(omega_squared) / (2 * np.pi * const.c * 100)


def band_edges(theta_deg):
    """Derived omega1^2 ... omega4^2 in s^-2."""
    c = np.cos(np.radians(theta_deg))
    silicon = 4 * ALPHA / (3 * M_SI)
    low, high = ALPHA / M_O * (1 + c), ALPHA / M_O * (1 - c)
    return np.array([low, high, low + silicon, high + silicon])


def crystal(theta_deg, n):
    """Cristobalite-type crystal of ideal tetrahedra tilted by +phi and -phi.
    Returns Si index, O index and O->Si vector of each bond, the number of Si,
    and the Si-Si vector across each oxygen."""
    phi = 0.5 * np.arccos(-(1 + 3 * np.cos(np.radians(theta_deg))) / 2)
    c, s = np.cos(phi), np.sin(phi)
    rotation = np.array([[c, -s, 0], [s, c, 0], [0, 0, 1]])
    to_oxygen = CORNERS @ rotation.T / np.sqrt(3)
    to_silicon = 2 * CORNERS * np.array([c, c, 1]) / np.sqrt(3)
    n_si = 2 * n**3
    si, ox, vec, lines = [], [], [], []
    for cell in np.ndindex(n, n, n):
        here = np.ravel_multi_index(cell, (n, n, n))
        for k in range(4):
            other = list(cell)
            if k > 0:
                other[k - 1] = (other[k - 1] + 1) % n
            there = np.ravel_multi_index(tuple(other), (n, n, n))
            si += [2 * here, 2 * there + 1]
            ox += [n_si + 4 * here + k] * 2
            vec += [-to_oxygen[k], to_silicon[k] - to_oxygen[k]]
            lines.append(to_silicon[k])
    return np.array(si), np.array(ox), np.array(vec), n_si, np.array(lines)


def dynamical_matrix(theta_deg, n, beta=0.0):
    """Mass-weighted Hessian; beta is an optional transverse spring constant."""
    si, ox, vec, n_si, _ = crystal(theta_deg, n)
    atoms = 3 * n_si

    def gradient(x):
        d = vec + x[si] - x[ox]
        length = np.linalg.norm(d, axis=1)[:, None]
        force = ALPHA * (length - 1) * d / length
        g = np.zeros((atoms, 3))
        np.add.at(g, si, force)
        np.add.at(g, ox, -force)
        return g.ravel()

    step = 1e-5
    hessian = np.zeros((3 * atoms, 3 * atoms))
    for j in range(3 * atoms):
        x = np.zeros(3 * atoms)
        x[j] = step
        x = x.reshape(atoms, 3)
        hessian[:, j] = (gradient(x) - gradient(-x)) / (2 * step)
    if beta:
        for a, b, e in zip(si, ox, vec):
            block = beta * (np.eye(3) - np.outer(e, e))
            A, B = slice(3 * a, 3 * a + 3), slice(3 * b, 3 * b + 3)
            hessian[A, A] += block
            hessian[B, B] += block
            hessian[A, B] -= block
            hessian[B, A] -= block
    mass = np.repeat(np.r_[np.full(n_si, M_SI), np.full(2 * n_si, M_O)], 3)
    matrix = hessian / np.sqrt(np.outer(mass, mass))
    return (matrix + matrix.T) / 2


def dipole_vectors(n_si, z_oxygen):
    """Columns: mass-weighted dipole along x, y, z (charge in units of e)."""
    weight = np.r_[np.full(n_si, -2 * z_oxygen / np.sqrt(M_SI)),
                   np.full(2 * n_si, z_oxygen / np.sqrt(M_O))]
    return np.kron(weight[:, None], np.eye(3))


def crystal_top(theta_deg):
    return wavenumber(np.linalg.eigvalsh(dynamical_matrix(theta_deg, 1))[-1])


def count_near(values, target):
    return int(np.sum(np.abs(values / target - 1) < 1e-6))


def check_edges(values, n_si, edges):
    """Zero modes, band limits and the number of modes at omega4."""
    w1, w2, w3, w4 = edges
    tol = 1e-6 * w4
    assert np.sum(np.abs(values) < tol) == 5 * n_si
    lower, upper = values[5 * n_si:7 * n_si], values[7 * n_si:]
    assert lower.min() > w1 - tol and lower.max() < w3 + tol
    assert upper.min() > w2 - tol and abs(upper.max() - w4) < tol
    assert count_near(values, w4) == n_si + 1
    return lower, upper


# Geometry of the test crystal
si, ox, vec, n_si, lines = crystal(THETA_REF, 2)
assert np.allclose(np.linalg.norm(vec, axis=1), 1)
assert np.allclose(np.sum(vec[::2] * vec[1::2], axis=1),
                   np.cos(np.radians(THETA_REF)))
for atom in range(n_si):
    e = vec[si == atom]
    assert np.allclose(e @ e.T, (4 * np.eye(4) - 1) / 3)

# All band edges and the oxygen motion in the crystal
edges = band_edges(THETA_REF)
values, modes = np.linalg.eigh(dynamical_matrix(THETA_REF, 2))
lower, upper = check_edges(values, n_si, edges)
assert np.allclose([lower.min(), upper.min(), lower.max(), upper.max()],
                   edges, rtol=1e-6)
top_count = count_near(values, edges[3])
oxygen = modes[3 * n_si:, -top_count:].reshape(2 * n_si, 3, top_count)
unit = lines / np.linalg.norm(lines, axis=1)[:, None]
along = np.einsum("oi,oim->om", unit, oxygen)
sideways = oxygen - unit[:, :, None] * along[:, None, :]
assert np.abs(sideways).max() < 1e-6 < np.abs(along).max()
oxygen_share = np.sum(oxygen**2) / top_count
assert abs(oxygen_share - edges[1] / edges[3]) < 1e-6

# Random fourfold network. Each atom may use its own axes, because only the
# angles between bonds meeting at that atom enter the central-force energy.
rng = np.random.default_rng(7)
N_RANDOM = 40
while True:
    pairs = rng.permutation(4 * N_RANDOM).reshape(-1, 2)
    sites = np.sort(pairs // 4, axis=1)
    simple = (np.all(sites[:, 0] != sites[:, 1])
              and len(np.unique(sites, axis=0)) == 2 * N_RANDOM)
    if simple:
        graph = coo_matrix((np.ones(len(sites)), sites.T),
                           shape=(N_RANDOM, N_RANDOM))
        if connected_components(graph, directed=False)[0] == 1:
            break
half = np.radians(THETA_REF) / 2
bent = np.array([[np.sin(half), np.cos(half), 0],
                 [-np.sin(half), np.cos(half), 0]])
stretch = np.zeros((4 * N_RANDOM, 9 * N_RANDOM))
for o, pair in enumerate(pairs):
    for side, bond in enumerate(pair):
        s0, o0 = 3 * (bond // 4), 3 * (N_RANDOM + o)
        stretch[bond, s0:s0 + 3] = CORNERS[bond % 4] / np.sqrt(3 * M_SI)
        stretch[bond, o0:o0 + 3] = -bent[side] / np.sqrt(M_O)
random_values = np.linalg.eigvalsh(ALPHA * stretch.T @ stretch)
check_edges(random_values, N_RANDOM, edges)

# Angle dependence, slope and inversion against the crystal
scan = np.arange(115.0, 176.0, 10.0)
scan_crystal = np.array([crystal_top(t) for t in scan])
assert np.allclose(scan_crystal, [wavenumber(band_edges(t)[3]) for t in scan],
                   rtol=1e-6)
assert np.all(np.diff(scan_crystal) > 0)
nu_ref = wavenumber(edges[3])
nu_low = wavenumber(band_edges(THETA_LOW)[3])
shift = nu_low - nu_ref
slope_omega = ALPHA * np.sin(np.radians(THETA_REF)) / (2 * M_O * np.sqrt(edges[3]))
slope = slope_omega / (2 * np.pi * const.c * 100) * np.pi / 180
slope_numeric = crystal_top(THETA_REF + 0.5) - crystal_top(THETA_REF - 0.5)
assert abs(slope / slope_numeric - 1) < 1e-4
LOWERING = 10.0                                # cm^-1, chosen film shift
omega_film = (nu_ref - LOWERING) * 2 * np.pi * const.c * 100
cos_film = 1 + 4 * M_O / (3 * M_SI) - M_O * omega_film**2 / ALPHA
theta_film = np.degrees(np.arccos(cos_film))
theta_root = brentq(lambda t: crystal_top(t) - (nu_ref - LOWERING), 120, 170)
assert abs(theta_film - theta_root) < 1e-3

# Infrared strength in the upper band of the crystal at zero wavevector
matrix = dynamical_matrix(THETA_REF, 1)
cell_values, cell_modes = np.linalg.eigh(matrix)
strength = np.sum((dipole_vectors(2, -1.0).T @ cell_modes)**2, axis=0)
at_top = np.abs(cell_values / edges[3] - 1) < 1e-6
ir_share = strength[at_top].sum() / strength[-4:].sum()
assert at_top.sum() == 3 and abs(ir_share - 1) < 1e-6

# Neglected: change of alpha. A Morse bond softens when it lengthens.
MORSE = 20.0                                   # nm^-1, rough
alpha_drop = 1 - (nu_low / nu_ref)**2
lengthening = alpha_drop / (3 * MORSE)         # nm, first order


def morse(x):
    return (1 - np.exp(-MORSE * x))**2


def morse_curvature(x, h=1e-5):
    return (morse(x + h) - 2 * morse(x) + morse(x - h)) / h**2


softening = 1 - morse_curvature(lengthening) / morse_curvature(0.0)
# second-order Morse terms are of relative size MORSE*lengthening, below 1 %
assert abs(softening / alpha_drop - 1) < 0.02

# Neglected: noncentral forces, upper band weighted by infrared strength
BETA_RATIO = 0.15                              # rough


def noncentral_top(theta_deg):
    val, vecs = np.linalg.eigh(dynamical_matrix(theta_deg, 1, BETA_RATIO * ALPHA))
    weight = np.sum((dipole_vectors(2, -1.0).T @ vecs[:, -4:])**2, axis=0)
    return wavenumber(np.sum(weight * val[-4:]) / weight.sum())


nu_noncentral = noncentral_top(THETA_REF)
shift_noncentral = noncentral_top(THETA_LOW) - nu_noncentral
assert shift < 0 and shift_noncentral < 0

# Neglected: long-range field of a longitudinal mode, mean of three directions
Z_OXYGEN, EPS_INF, DENSITY = -1.7, 2.1, 2200.0  # rough; density in kg/m^3
volume = 2 * (M_SI + 2 * M_O) / DENSITY
field = const.e**2 / (const.epsilon_0 * EPS_INF * volume)
dipoles = dipole_vectors(2, Z_OXYGEN)
nu_longitudinal = np.mean([
    wavenumber(np.linalg.eigvalsh(matrix + field * np.outer(p, p))[-1])
    for p in dipoles.T])
assert nu_longitudinal > nu_ref

# Neglected: spread of angles (single-angle formula averaged), temperature
SPREAD, TEMPERATURE = 10.0, 300.0              # degrees (rough), K
nodes, weights = np.polynomial.hermite_e.hermegauss(20)
nu_nodes = np.array([wavenumber(band_edges(THETA_REF + SPREAD * x)[3])
                     for x in nodes])
weights = weights / weights.sum()
nu_mean = weights @ nu_nodes
nu_width = np.sqrt(weights @ (nu_nodes - nu_mean)**2)
occupation = 1 / np.expm1(const.hbar * np.sqrt(edges[3])
                          / (const.k * TEMPERATURE))

print(f"force constant alpha: {ALPHA:.0f} N/m")
print(f"mass of O: {M_O/const.atomic_mass:.3f} u = {M_O:.4e} kg")
print(f"mass of Si: {M_SI/const.atomic_mass:.3f} u = {M_SI:.4e} kg")
print(f"reference angle: {THETA_REF:.0f} deg; lower angle: {THETA_LOW:.0f} deg")
print(f"cos(reference angle): {np.cos(np.radians(THETA_REF)):.5f}")
print(f"cos(lower angle): {np.cos(np.radians(THETA_LOW)):.5f}")
print(f"alpha/m: {ALPHA/M_O:.4e} s^-2")
print(f"oxygen term of omega4^2, reference: {edges[1]:.4e} s^-2")
print(f"oxygen term of omega4^2, lower angle: {band_edges(THETA_LOW)[1]:.4e} s^-2")
print(f"silicon term of omega4^2: {edges[3]-edges[1]:.4e} s^-2")
print(f"omega4^2, reference: {edges[3]:.4e} s^-2")
print(f"omega4^2, lower angle: {band_edges(THETA_LOW)[3]:.4e} s^-2")
print(f"omega4, reference: {np.sqrt(edges[3]):.4e} rad/s")
for label, edge in zip((1, 2, 3, 4), edges):
    print(f"band edge omega{label}, reference: {wavenumber(edge):.2f} cm^-1")
print(f"top frequency from crystal, reference: {crystal_top(THETA_REF):.2f} cm^-1")
print(f"omega4, lower angle: {nu_low:.2f} cm^-1")
print(f"top frequency from crystal, lower angle: {crystal_top(THETA_LOW):.2f} cm^-1")
print(f"shift, reference to lower angle: {shift:.2f} cm^-1")
print(f"slope at reference: {slope:.3f} cm^-1 per deg")
print(f"slope from crystal: {slope_numeric:.3f} cm^-1 per deg")
print(f"linear estimate of shift: {slope*(THETA_LOW-THETA_REF):.2f} cm^-1")
print(f"chosen film lowering: {LOWERING:.0f} cm^-1")
print(f"film frequency: {nu_ref-LOWERING:.2f} cm^-1")
print(f"cos(film angle): {cos_film:.5f}; film angle: {theta_film:.2f} deg")
print(f"crystal: {n_si} Si, modes at omega4: {top_count}")
print(f"random network: {N_RANDOM} Si, modes at omega4: "
      f"{count_near(random_values, edges[3])}")
print(f"oxygen share of kinetic energy at omega4: {oxygen_share:.4f}")
print(f"share of upper-band IR strength at omega4, crystal: {ir_share:.4f}")
print(f"drop of alpha giving the same shift: {100*alpha_drop:.2f} %")
print(f"Morse parameter (rough): {MORSE:.0f} nm^-1")
print(f"bond lengthening giving that drop: {1000*lengthening:.2f} pm")
print(f"noncentral/central force ratio (rough): {BETA_RATIO:.2f}")
print(f"frequency with noncentral force: {nu_noncentral:.1f} cm^-1")
print(f"same angle shift with noncentral force: {shift_noncentral:.2f} cm^-1")
print(f"O charge (rough): {Z_OXYGEN:.1f} e; optical permittivity: {EPS_INF:.1f}")
print(f"film density (rough): {DENSITY/1000:.1f} g/cm^3")
print(f"longitudinal frequency estimate: {nu_longitudinal:.0f} cm^-1")
print(f"longitudinal minus transverse: {nu_longitudinal-nu_ref:.0f} cm^-1")
print(f"angle spread, standard deviation (rough): {SPREAD:.0f} deg")
print(f"frequency spread from angles: {nu_width:.1f} cm^-1")
print(f"mean frequency change from spread: {nu_mean-nu_ref:.2f} cm^-1")
print(f"thermal occupation at {TEMPERATURE:.0f} K: {occupation:.4f}")
print("every check passed")
```

Printed output:

```
force constant alpha: 430 N/m
mass of O: 15.999 u = 2.6567e-26 kg
mass of Si: 28.085 u = 4.6636e-26 kg
reference angle: 144 deg; lower angle: 140 deg
cos(reference angle): -0.80902
cos(lower angle): -0.76604
alpha/m: 1.6186e+28 s^-2
oxygen term of omega4^2, reference: 2.9280e+28 s^-2
oxygen term of omega4^2, lower angle: 2.8584e+28 s^-2
silicon term of omega4^2: 1.2294e+28 s^-2
omega4^2, reference: 4.1574e+28 s^-2
omega4^2, lower angle: 4.0878e+28 s^-2
omega4, reference: 2.0390e+14 rad/s
band edge omega1, reference: 295.16 cm^-1
band edge omega2, reference: 908.41 cm^-1
band edge omega3, reference: 658.49 cm^-1
band edge omega4, reference: 1082.45 cm^-1
top frequency from crystal, reference: 1082.45 cm^-1
omega4, lower angle: 1073.36 cm^-1
top frequency from crystal, lower angle: 1073.36 cm^-1
shift, reference to lower angle: -9.09 cm^-1
slope at reference: 2.162 cm^-1 per deg
slope from crystal: 2.162 cm^-1 per deg
linear estimate of shift: -8.65 cm^-1
chosen film lowering: 10 cm^-1
film frequency: 1072.45 cm^-1
cos(film angle): -0.76178; film angle: 139.62 deg
crystal: 16 Si, modes at omega4: 17
random network: 40 Si, modes at omega4: 41
oxygen share of kinetic energy at omega4: 0.7043
share of upper-band IR strength at omega4, crystal: 1.0000
drop of alpha giving the same shift: 1.67 %
Morse parameter (rough): 20 nm^-1
bond lengthening giving that drop: 0.28 pm
noncentral/central force ratio (rough): 0.15
frequency with noncentral force: 1103.9 cm^-1
same angle shift with noncentral force: -7.57 cm^-1
O charge (rough): -1.7 e; optical permittivity: 2.1
film density (rough): 2.2 g/cm^3
longitudinal frequency estimate: 1187 cm^-1
longitudinal minus transverse: 105 cm^-1
angle spread, standard deviation (rough): 10 deg
frequency spread from angles: 21.8 cm^-1
mean frequency change from spread: -2.80 cm^-1
thermal occupation at 300 K: 0.0056
every check passed
```
